# Kramers–Wannier duality of the transverse-field Ising ring

## The problem

A ring of $N\ge 3$ spins has the Hamiltonian

$$H=-J\sum_{j=1}^{N}Z_jZ_{j+1}-h\sum_{j=1}^{N}X_j,\qquad Z_{N+1}=Z_1,$$

where $X_j,Y_j,Z_j$ are Pauli matrices and $J,h>0$ are energies. Write $g=h/J$. Construct a transformation that exchanges $J$ and $h$. Use it to find the value of $g$ at which the ring is critical for large $N$. What does the transformation do to the boundary condition and to the conserved parity $P=\prod_jX_j$?

## A tempting solution

Put a new spin on each bond, with Pauli matrices marked by a tilde, and set

$$\tilde X_j=Z_jZ_{j+1},\qquad \tilde Z_{j-1}\tilde Z_j=X_j .$$

The algebra looks right: $X_j$ anticommutes with the two bond terms that touch site $j$, just as $\tilde Z_{j-1}\tilde Z_j$ anticommutes with $\tilde X_{j-1}$ and $\tilde X_j$. Substitution gives

$$H=-h\sum_j\tilde Z_{j-1}\tilde Z_j-J\sum_j\tilde X_j ,$$

the same periodic ring with $J$ and $h$ exchanged. The two rings should then have equal spectra, and the critical point should be where the ring is its own dual, $J=h$.

## Where it fails

The spectra cannot be equal. At $h=0$ the ring has two ground states, all spins up and all spins down. At $J=0$ it has one, with every $X_j=+1$.

The fault lies in the global products. Every $Z_j$ occurs twice in $\prod_jZ_jZ_{j+1}$, so this product is $1$, and the substitution forces $\prod_j\tilde X_j=1$. Likewise $\prod_j\tilde Z_{j-1}\tilde Z_j=1$ forces $P=1$, although $P=-1$ also occurs. The substitution covers one parity sector of each ring.

The last inference has a second fault. A symmetry under $g\to1/g$ would also allow two critical points, $g_c$ and $1/g_c$, or none. Self-duality at $g=1$ does not by itself make that point critical.

## The duality, sector by sector

Allow both boundary conditions by a twist $t\in\{0,1\}$:

$$H_t(J,h)=-J\sum_{j=1}^{N-1}Z_jZ_{j+1}-(-1)^tJZ_NZ_1-h\sum_{j=1}^NX_j .$$

Here $t=0$ is periodic and $t=1$ antiperiodic. Each bond term flips sign twice under $P$, so $P=(-1)^p$ is conserved. A sector is a pair $(t,p)$.

**States.** Let $Z_j|s\rangle=(-1)^{s_j}|s\rangle$ with $s_j\in\{0,1\}$, and let $\bar s$ be $s$ with all spins flipped. The states

$$|s;p\rangle=\frac{|s\rangle+(-1)^p|\bar s\rangle}{\sqrt2},\qquad s_1=0,$$

form an orthonormal basis of parity $p$, with $2^{N-1}$ members. Define bond labels, modulo 2, by

$$m_j=s_j+s_{j+1}\ (j<N),\qquad m_N=s_N+s_1+t .$$

Summing them counts each $s_j$ twice, so $\sum_jm_j=t$ modulo 2. Conversely, any $m$ with this sum fixes $s$: start from $s_1=0$, use $s_{j+1}=s_j+m_j$, and the last condition holds because of the sum.

Let $|m)$ be the dual states with $\tilde X_j|m)=(-1)^{m_j}|m)$, their phases chosen so that $\tilde Z_j$ simply flips $m_j$. The map $D|s;p\rangle=|m)$ takes one orthonormal basis to another. It is therefore unitary from parity $p$ onto the dual states with $\prod_j\tilde X_j=(-1)^t$.

**Operators.** Both $s$ and $\bar s$ give $Z_jZ_{j+1}$ the value $(-1)^{m_j}$ for $j<N$, and give $(-1)^tZ_NZ_1$ the value $(-1)^{m_N}$. Every bond term, twist included, thus becomes $\tilde X_j$.

For $j>1$, $X_j$ flips $s_j$, keeps $s_1=0$, and flips $m_{j-1}$ and $m_j$. It becomes $\tilde Z_{j-1}\tilde Z_j$.

The operator $X_1$ produces a configuration $s'$ with $s'_1=1$, which is not in our list. Its flipped partner $r=\bar s'$ is, and

$$\frac{|s'\rangle+(-1)^p|\bar s'\rangle}{\sqrt2}
=(-1)^p\,\frac{|r\rangle+(-1)^p|\bar r\rangle}{\sqrt2}=(-1)^p|r;p\rangle .$$

Since $r$ and $s'$ have the same bond labels, $m_N$ and $m_1$ are flipped, and $X_1\to(-1)^p\tilde Z_N\tilde Z_1$. Collecting terms,

$$D\,H_t(J,h)\,D^\dagger=-J\sum_{j=1}^N\tilde X_j-h\sum_{j=2}^N\tilde Z_{j-1}\tilde Z_j-(-1)^ph\,\tilde Z_N\tilde Z_1=H_p(h,J).$$

The answer to the last question is therefore

$$(t,p)\ \text{at}\ (J,h)\quad\longleftrightarrow\quad(p,t)\ \text{at}\ (h,J).$$

The old parity is the new twist, and the old twist is the new parity. Sectors $(0,0)$ and $(1,1)$ map to themselves; $(0,1)$ and $(1,0)$ are exchanged. Each term was mapped separately, so the construction also works for site-dependent couplings. It needs conserved parity: a field along $Z$ would mix the sectors.

## What duality says about the critical point

For $t=0$, all off-diagonal elements of $H$ in the $Z$ basis are $-h$ or zero, and spin flips connect all configurations. Replacing amplitudes by their absolute values cannot raise the energy, so if $\psi$ is a ground state, $|\psi|$ is one too. Suppose $|\psi(s)|=0$ for some configuration $s$. The eigenvalue equation for $|\psi|$ at $s$ then reads $0=-h\sum_{s'}|\psi(s')|$, summed over the configurations one flip away, so all of them vanish too, and by connectivity $\psi$ would vanish everywhere. Hence no ground state has a zero amplitude. Two independent ground states could be combined to vanish at a chosen $s$, so the ground state is unique. It equals $|\psi|$ up to a phase and has positive amplitudes. A global flip then leaves it unchanged, which means $p=0$. The ground state lies in $(0,0)$, and its energy is unchanged by $J\leftrightarrow h$.

Let the energy per site for large $N$ be $Jf(g)$. The dual ring has $hf(1/g)$, hence

$$f(g)=g\,f(1/g).$$

A singularity at $g_c$ implies one at $1/g_c$. If there is one critical point and no more, then $g_c=1/g_c$ and $g_c=1$. That condition must now be proved.

## Free fermions supply the missing proof

**Quadratic form.** Define

$$a_j=\Big(\prod_{l<j}X_l\Big)Z_j,\qquad b_j=\Big(\prod_{l<j}X_l\Big)Y_j .$$

These are Hermitian and square to 1. They all anticommute: on one site because $ZY=-YZ$, on different sites because the string of the later operator contains one $X$ at the earlier site. From $ZY=-iX$ and $YX=-iZ$,

$$a_jb_j=-iX_j,\qquad b_ja_{j+1}=Y_jX_jZ_{j+1}=-iZ_jZ_{j+1},$$

so $X_j=ia_jb_j$ and $Z_jZ_{j+1}=ib_ja_{j+1}$ for $j<N$. For the last bond, $\prod_{l<N}X_l=PX_N$ gives

$$b_Na_1=PX_NY_NZ_1=iPZ_NZ_1,\qquad Z_NZ_1=-iPb_Na_1 .$$

In sector $(t,p)$ the twisted bond is $(-1)^tZ_NZ_1=i\eta\,b_Na_1$, with $\eta=-(-1)^{t+p}$. Since $-hX_j=ihb_ja_j$,

$$H=i\sum_{i,j}b_iM_{ij}a_j,\quad M_{jj}=h,\quad M_{j,j+1}=-J,\quad M_{N1}=-\eta J .$$

(The $i$ in front is the imaginary unit.)

**Mode energies.** A plane wave $v_j=e^{ikj}$ with $e^{ikN}=\eta$ obeys $Mv=(h-Je^{ik})v$, including the last row. These eigenvectors are orthogonal, so the singular values of $M$ are the moduli

$$\sigma_k=|h-Je^{ik}|=\sqrt{J^2+h^2-2Jh\cos k}.$$

Write $M=R\Sigma Q^T$ with $R,Q$ real orthogonal and $\Sigma$ the diagonal matrix of singular values. With $b'_k=\sum_iR_{ik}b_i$ and $a'_k=\sum_jQ_{jk}a_j$, which obey the same algebra,

$$H=i\sum_k\sigma_kb'_ka'_k=-\sum_k\sigma_kx_k,\qquad x_k=ia'_kb'_k=\pm1 .$$

The $x_k$ commute, and $a'_k$ reverses $x_k$ alone. All $2^N$ sign patterns therefore occur once in the full $2^N$-dimensional space. Flipping one $x_k$ from $+1$ costs $2\sigma_k$.

**Parity rule.** A sector keeps half of these patterns. In $a'_1\cdots a'_N$ the factors anticommute, so the product equals its antisymmetrized form. Terms with a repeated index drop out and the rest sum to $\det Q\;a_1\cdots a_N$. The $b'$ product likewise acquires $\det R$. Reordering $\prod_kx_k$ and $P=\prod_jia_jb_j$ costs the same factor, so $\prod_kx_k=\det R\,\det Q\;P$. Because $\det M=\det R\,\det Q\prod_k\sigma_k$,

$$\prod_kx_k=(-1)^p\,\mathrm{sign}(\det M),\qquad \det M=\prod_k(h-Je^{ik})=h^N-\eta J^N .$$

The last equality holds because the $e^{ik}$ are the roots of $z^N=\eta$. If $\det M=0$, then $h=J$, $\eta=1$, and the mode $k=0$ costs nothing, so either sign gives the same energies.

Let $E_\eta=-\sum_k\sigma_k$. The lowest sector energies are

- $(0,0)$: $E_-$.
- $(1,1)$: $E_-+2\sigma_{\min}$, with $\sigma_{\min}$ at $k=\pm\pi/N$.
- $(0,1)$: $E_+$ if $h<J$, and $E_++2(h-J)$ if $h>J$.
- $(1,0)$: $E_++2(J-h)$ if $h<J$, and $E_+$ if $h>J$.

The last two lines exchange under $J\leftrightarrow h$, as duality requires.

**Gap.** For $g<1$, expand $\sigma_k=J(1-ge^{ik})^{1/2}(1-ge^{-ik})^{1/2}$. The coefficients $\alpha_m$ of $(1-z)^{1/2}$ satisfy $|\alpha_m|\le1$, since $\alpha_0=1$ and $|\alpha_{m+1}/\alpha_m|=|m-\tfrac12|/(m+1)<1$. The coefficient of $e^{ink}$, for $n\ge0$, is then

$$c_n=J\sum_{m\ge0}\alpha_{n+m}\alpha_mg^{n+2m},\qquad |c_n|\le\frac{Jg^n}{1-g^2},\qquad c_{-n}=c_n .$$

Summing $e^{ink}$ over the momenta gives $N\eta^r$ if $n=rN$ and zero otherwise. Only odd $r$ survive in the difference:

$$|E_+-E_-|=\Big|4N\sum_{r=1,3,\dots}c_{rN}\Big|\le\frac{4NJg^N}{(1-g^2)(1-g^{2N})}.$$

For $g>1$ the same holds with $J$ and $h$ exchanged. Away from $g=1$ this difference vanishes exponentially with $N$. The periodic ring then has these large-$N$ gaps:

- For $g>1$, one ground state and a gap $2(h-J)$, from one mode in $(0,1)$.
- For $g<1$, two ground states, in $(0,0)$ and $(0,1)$, and a gap $4(J-h)$ above them, because modes must be excited in pairs.

At $h=J$, $\sigma_k=2J|\sin(k/2)|$. Put $\theta=\pi/2N$. Multiplying each sum below by $2\sin\theta$ turns it into a telescoping sum of cosines:

$$\sum_{n=0}^{N-1}\sin(2n+1)\theta=\frac1{\sin\theta},\qquad\sum_{n=0}^{N-1}\sin2n\theta=\frac{\cos\theta}{\sin\theta}.$$

These belong to $\eta=-1$ and $\eta=+1$. Therefore

$$E_+-E_-=2J\,\frac{1-\cos\theta}{\sin\theta}=2J\tan\frac{\pi}{4N}\approx\frac{\pi J}{2N},$$

which is the lowest excitation energy at $g=1$ and vanishes as $1/N$. The gap above the ground state for $g>1$, or above the pair of ground states for $g<1$, stays finite for large $N$, so it closes at $g=1$ and at no other positive $g$.

**Ground energy.** For large $N$ the sum $E_-/(NJ)$ becomes

$$f(g)=-\frac1\pi\int_0^\pi\sqrt q\,dk,\qquad q=1+g^2-2g\cos k .$$

Since $q\ge(1-g)^2$, the root stays analytic for every $k$ when $g\ne1$, and so does $f$. Differentiating twice,

$$\frac{\partial^2\sqrt q}{\partial g^2}=\frac{q-(g-\cos k)^2}{q^{3/2}}=\frac{\sin^2k}{q^{3/2}},\qquad f''(g)=-\frac1\pi\int_0^\pi\frac{\sin^2k}{q^{3/2}}\,dk .$$

Near $g=1$ and $k=0$, $q\approx(g-1)^2+k^2$. The integrand behaves as $1/k$ down to $k\sim|g-1|$, where it is cut off. Hence $f''\approx\frac1\pi\ln|g-1|$ plus a bounded term. The singularity exists and is unique, so the critical point is $g=1$.

## A ring of eight spins

Take $J=1$, $h=0.5$ in an energy unit $E_0$, and the dual ring $J=0.5$, $h=1$. Diagonalization gives these lowest energies in $E_0$:

| $(t,p)$ | $g=0.5$ | $g=2$ |
|---|---:|---:|
| $(0,0)$ | −8.509082 | −8.509082 |
| $(0,1)$ | −8.507626 | −7.507626 |
| $(1,0)$ | −7.507626 | −8.507626 |
| $(1,1)$ | −7.366943 | −7.366943 |

The middle rows match crosswise. In the antiperiodic ordered ring at least one domain wall must be present. Its energy is

$$-7.507626-(-8.509082)=1.001456\ E_0,$$

which is $2(J-h)=1$ plus the splitting $E_+-E_-=0.001456$. The lowest spin-flip excitation of the dual periodic ring has the same energy.

The tempting solution would equate the two periodic rings. Their first excitations are $0.001456\,E_0$ and $1.001456\,E_0$: a nearly degenerate partner on one side, a spin flip on the other.

Correlations are translated too. Multiplying neighbouring bond terms gives $Z_1Z_4\to\tilde X_1\tilde X_2\tilde X_3$. In the $(0,0)$ ground states both expectation values are $0.929663$. A two-spin correlation in the ordered ring is a string in its disordered dual.

The size dependence separates the three cases. With $J=1\,E_0$, going from $N=8$ to $N=32$ changes $E(0,1)-E(0,0)$ from $1.5\times10^{-3}$ to $4.1\times10^{-11}\,E_0$ at $g=0.5$, and from $0.1970$ to $0.0491\,E_0$ at $g=1$. At $g=2$ it approaches $2\,E_0$.

The curvature shows the logarithm. Between $g-1=10^{-4}$ and $10^{-5}$, $f''$ changes by $-3.6899-(-2.9566)=-0.7333$, against the predicted $-(\ln10)/\pi=-0.7329$. The numerical check also compares the duality map and the fermion spectrum with direct diagonalization in all four sectors.

## Numbers as computed

```
Example: N = 8, J = 1.0 E0, h = 0.5 E0, g = 0.5
Dual chain: J = 0.5 E0, h = 1.0 E0, g = 2.0
Largest matrix mismatch of duality map: 1.8e-15 E0
Largest free-fermion level mismatch: 8.0e-15 E0
Sector (t,p): lowest energy, first chain; dual chain [E0]
  (0,0): -8.509082; -8.509082
  (0,1): -8.507626; -7.507626
  (1,0): -7.507626; -8.507626
  (1,1): -7.366943; -7.366943
Domain-wall energy, first chain: 1.001456 E0
Spin-flip energy, dual chain: 1.001456 E0
Four lowest periodic levels above the ground level [E0]:
  first chain: 0.001456, 2.284278, 2.475082, 2.475082
  dual chain: 1.001456, 1.475082, 1.475082, 2.237524
<Z_1 Z_4>, first chain: 0.929663
<X_1 X_2 X_3>, dual chain: 0.929663
Critical gap from diagonalization, N = 8: 0.196983 E0
E(0,1)-E(0,0) [E0], J = 1 E0, for g = 0.5; 1; 2:
  N = 8: 1.456e-03; 0.196983; 2.002912
  N = 16: 3.874e-06; 0.098254; 2.000008
  N = 32: 4.101e-11; 0.049097; 2.000000
Periodic-ring gap at N = 400, J = 1 E0; large-N limit [E0]:
  g = 0.5: 2.000123; 2.000000
  g = 0.8: 0.800493; 0.800000
  g = 1.0: 0.003927; 0.000000
  g = 1.25: 0.500000; 0.500000
  g = 2.0: 2.000000; 2.000000
Ground energy per site divided by J, f(g):
  g = 0.5: -1.063544
  g = 1.0: -1.273240
  g = 2.0: -2.127089
Second derivative f'' close to g = 1:
  g - 1 = -1e-03: -2.22728
  g - 1 = -1e-04: -2.95746
  g - 1 = -1e-05: -3.69002
  g - 1 = 1e-03: -2.22092
  g - 1 = 1e-04: -2.95660
  g - 1 = 1e-05: -3.68991
Predicted change per factor ten: -0.73294
```
